# When beta times the structure factor is not the susceptibility: test program

```python
# Result under test: for Hermitian A, the static susceptibility
#   chi = d<A>/dh (Hamiltonian H - h A) = integral_0^beta <A(tau)A(0)> - beta <A>^2
# obeys beta*S - beta^2 <[A,[H,A]]>/12 <= chi <= beta*S, S = <A^2> - <A>^2,
# with chi = beta*S exactly when A commutes with H.
# beta: inverse temperature; t: hopping (energy unit); U: on-site repulsion.
# Spin operators are (n_up - n_down)/2, and A carries a factor 1/sqrt(sites).
from functools import reduce
import numpy as np
import sympy as sp
from scipy.linalg import expm


def fermion_operators(modes):
    one, parity = np.eye(2), np.diag([1.0, -1.0])
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    return [reduce(np.kron, [parity] * j + [lower] + [one] * (modes - j - 1))
            for j in range(modes)]


def hubbard(sites, bonds, t, U):
    c = fermion_operators(2 * sites)
    n = [op.T @ op for op in c]
    one = np.eye(len(c[0]))
    hop = np.zeros_like(one)
    for i, j in bonds:
        for shift in (0, sites):
            move = c[i + shift].T @ c[j + shift]
            hop -= t * (move + move.T)
    repel = sum(U * (n[i] - one / 2) @ (n[i + sites] - one / 2)
                for i in range(sites))
    return hop, repel, c, n


def spin_wave(n, sites, signs):
    return sum(signs[i] * (n[i] - n[i + sites]) / 2
               for i in range(sites)) / np.sqrt(sites)


def probabilities(E, beta):
    w = np.exp(-beta * (E - E.min()))
    return w / w.sum()


def thermal(eig, op, beta):
    E, V = eig
    return float(probabilities(E, beta) @ np.sum(V * (op @ V), axis=0))


def structure(eig, A, beta):
    return thermal(eig, A @ A, beta) - thermal(eig, A, beta) ** 2


def chi_levels(eig, A, beta):
    E, V = eig
    a = V.T @ A @ V
    p = probabilities(E, beta)
    x = beta * (E[None, :] - E[:, None]) / 2
    safe = np.where(np.abs(x) < 1e-5, 1.0, x)
    factor = np.where(np.abs(x) < 1e-5, 1 - x**2 / 3, np.tanh(safe) / safe)
    w = a**2 * (p[:, None] + p[None, :]) / 2
    return beta * (np.sum(w * factor) - thermal(eig, A, beta) ** 2)


def field_response(H, A, betas, h=1e-4):
    plus, minus = np.linalg.eigh(H - h * A), np.linalg.eigh(H + h * A)
    return [(thermal(plus, A, b) - thermal(minus, A, b)) / (2 * h)
            for b in betas]


def correlation(eig, O, beta, tau):
    # <O(tau) O^dagger(0)> for a real matrix O
    E, V = eig
    e = E - E.min()
    o = V.T @ O @ V
    left, right = np.exp(-(beta - tau) * e), np.exp(-tau * e)
    return float(left @ (o**2) @ right / np.exp(-beta * e).sum())


# Two-level system: response by field derivative against the closed formula
gap, beta_two = 1.0, 4.0
sx, sz = np.array([[0.0, 1.0], [1.0, 0.0]]), np.diag([1.0, -1.0])
two_fd = field_response(-gap / 2 * sx, sz, [beta_two])[0]
two_formula = 2 / gap * np.tanh(beta_two * gap / 2)
assert abs(two_fd - two_formula) < 1e-6
two_S = structure(np.linalg.eigh(-gap / 2 * sx), sz, beta_two)
assert abs(two_S - 1) < 1e-12
print(f"Two-level: gap = {gap:.1f}, beta = {beta_two:.1f} (1/gap)")
print(f"  beta*S = {beta_two * two_S:.4f}, chi = {two_fd:.4f} (1/gap)")

# Taylor coefficients behind the lower bound
z = sp.symbols('z')
poly = sp.series((3 + z**2) * sp.sinh(z) - 3 * z * sp.cosh(z), z, 0, 12).removeO()
for k in range(6):
    expected = sp.Rational(4 * k * (k - 1), sp.factorial(2 * k + 1))
    assert sp.expand(poly).coeff(z, 2 * k + 1) == expected

# Four-site ring at half filling
t, U, sites = 1.0, 4.0, 4
ring = [(0, 1), (1, 2), (2, 3), (3, 0)]
hop, repel, c, n = hubbard(sites, ring, t, U)
H = hop + repel
eig = np.linalg.eigh(H)
stag = spin_wave(n, sites, [1, -1, 1, -1])
unif = spin_wave(n, sites, [1, 1, 1, 1])
inner = H @ stag - stag @ H
double = stag @ inner - inner @ stag
assert np.allclose(double, -hop / sites, atol=1e-12)
assert np.linalg.norm(inner) > 0.1

betas = [0.25, 0.5, 1.0, 2.0, 4.0, 8.0, 16.0]
responses = field_response(H, stag, betas)
print(f"Ring: sites = {sites}, t = {t:.1f}, U = {U:.1f} t, half filling")
print("Staggered spin; beta, beta*S, chi, lower bound in 1/t; D in t")
print("  beta       S       D  beta*S     chi  chi/(beta*S)   lower")
for b, chi in zip(betas, responses):
    S, D = structure(eig, stag, b), thermal(eig, double, b)
    low = b * S - b**2 * D / 12
    assert abs(chi - chi_levels(eig, stag, b)) < 1e-5 * chi
    assert low < chi < b * S
    print(f"{b:6.2f} {S:7.4f} {D:7.4f} {b*S:7.4f} {chi:7.4f}"
          f" {chi/(b*S):13.4f} {low:7.4f}")

# Imaginary-time integral from matrix exponentials
b = 2.0
nodes, weights = np.polynomial.legendre.leggauss(20)
diag = np.diag(stag)
Z = np.trace(expm(-b * H))
integral = 0.0
for node, weight in zip(nodes, weights):
    tau = b * (node + 1) / 2
    first, second = expm(-(b - tau) * H), expm(-tau * H)
    integral += b / 2 * weight * (diag @ (first * second.T) @ diag) / Z
assert abs(integral - responses[betas.index(b)]) < 1e-5
print(f"Time integral at beta = {b:.1f}/t: chi = {integral:.6f} 1/t")

b = 4.0
taus = np.linspace(0, b, 9)
curve = np.array([correlation(eig, stag, b, tau) for tau in taus])
assert np.allclose(curve, curve[::-1]) and np.all(np.diff(curve, 2) > 0)
print(f"G(tau) at beta = {b:.1f}/t, tau in 1/t:")
for tau, value in zip(taus[:5], curve[:5]):
    print(f"  tau = {tau:.1f}: G = {value:.4f}")

# High- and low-temperature limits
b = 0.05
S, D = structure(eig, stag, b), thermal(eig, double, b)
chi = chi_levels(eig, stag, b)
assert abs((b * S - chi) / (b**2 * D / 12) - 1) < 0.01
print(f"High temperature, beta = {b:.2f}/t: chi/(beta*S) = {chi/(b*S):.6f}")
E, V = eig
assert E[1] - E[0] > 0.05
amps = V[:, 1:].T @ stag @ V[:, 0]
chi_zero = 2 * np.sum(amps**2 / (E[1:] - E[0]))
assert abs(chi_levels(eig, stag, 100.0) / chi_zero - 1) < 1e-5
S_zero = float(V[:, 0] @ stag @ stag @ V[:, 0])
assert S_zero > 0.1
print(f"Ground state: chi = {chi_zero:.4f} 1/t, S = {S_zero:.4f}")
print(f"  lowest excitation energy = {E[1]-E[0]:.4f} t")

# Cases of equality: conserved spin, conserved charge, no hopping
b = 2.0
number = sum(n)
mu_shift = 5.0
H_doped = H - mu_shift * number
charge = number / np.sqrt(sites)
print(f"Equality cases at beta = {b:.1f}/t (beta*S, chi in 1/t):")
for label, ham, op in [("uniform spin", H, unif),
                       ("uniform charge, doped", H_doped, charge),
                       ("staggered spin, t = 0", repel, stag)]:
    assert np.linalg.norm(ham @ op - op @ ham) < 1e-10
    chi = field_response(ham, op, [b])[0]
    bS = b * structure(np.linalg.eigh(ham), op, b)
    assert abs(chi - bS) < 1e-5 * bS
    print(f"  {label}: {bS:.5f}, {chi:.5f}")

# Non-Hermitian pair operator in a nearly full band
eig_doped = np.linalg.eigh(H_doped)
pair = sum(c[i + sites] @ c[i] for i in range(sites)) / np.sqrt(sites)
nodes, weights = np.polynomial.legendre.leggauss(40)
pair_chi = sum(b / 2 * w * correlation(eig_doped, pair, b, b * (x + 1) / 2)
               for x, w in zip(nodes, weights))
one_side = b * thermal(eig_doped, pair @ pair.T, b)
other_side = b * thermal(eig_doped, pair.T @ pair, b)
assert one_side < pair_chi < (one_side + other_side) / 2
filling = thermal(eig_doped, number, b) / sites
print(f"Pair field: beta = {b:.1f}/t, mu - U/2 = {mu_shift:.1f} t")
print(f"  electrons per site = {filling:.4f}")
print(f"  beta<O O^dag> = {one_side:.4f}, chi = {pair_chi:.4f} 1/t")
print(f"  symmetrized bound = {(one_side+other_side)/2:.4f} 1/t")


# Determinant estimator: every auxiliary field of a two-site model is summed
def determinant_curve(t, U, beta, slices):
    dt = beta / slices
    coupling = np.arccosh(np.exp(dt * U / 2))
    hop_factor = expm(dt * t * sx)
    bits = (np.arange(4**slices)[:, None] >> np.arange(2 * slices)) & 1
    fields = (2 * bits - 1).reshape(-1, slices, 2)
    one, signs = np.eye(2), np.array([1.0, -1.0])
    weight = np.ones(len(fields))
    moment = np.zeros((slices, len(fields)))
    contracted = np.zeros_like(moment)
    for spin in (1, -1):
        B = [np.broadcast_to(one, (len(fields), 2, 2))]
        for l in range(slices):
            v = np.exp(spin * coupling * fields[:, l])
            B.append((hop_factor * v[:, None, :]) @ B[-1])
        weight = weight * np.linalg.det(one + B[-1])
        G00 = np.linalg.inv(one + B[-1])
        for l in range(slices):
            inverse = np.linalg.inv(B[l])
            Gt0 = B[l] @ G00
            G0t = -(one - G00) @ inverse
            Gtt = Gt0 @ inverse
            density = 1 - np.diagonal(Gtt, axis1=1, axis2=2)
            moment[l] += spin * (density @ signs) / np.sqrt(8)
            contracted[l] -= np.einsum('i,j,sji,sij->s', signs, signs,
                                       G0t, Gt0) / 8
    assert weight.min() > 0
    return (moment * moment[0] + contracted) @ weight / weight.sum(), len(fields)


hop2, repel2, c2, n2 = hubbard(2, [(0, 1)], t, U)
stag2 = spin_wave(n2, 2, [1, -1])


def trotter_curve(beta, slices):
    dt = beta / slices
    step = expm(-dt * hop2) @ expm(-dt * repel2)
    powers = [np.eye(len(step))]
    for _ in range(slices):
        powers.append(step @ powers[-1])
    return np.array([np.trace(powers[slices - l] @ stag2 @ powers[l] @ stag2)
                     for l in range(slices)]) / np.trace(powers[-1])


b, slices = 2.0, 8
det_curve, count = determinant_curve(t, U, b, slices)
assert np.allclose(det_curve, trotter_curve(b, slices), atol=1e-9)
chi_det = b / slices * det_curve.sum()
exact2 = field_response(hop2 + repel2, stag2, [b])[0]
eig2 = np.linalg.eigh(hop2 + repel2)
levels2 = chi_levels(eig2, stag2, b)
assert abs(exact2 - levels2) < 1e-6
errors = [b / m * trotter_curve(b, m).sum() - levels2 for m in (64, 128)]
assert 3.8 < errors[0] / errors[1] < 4.2
print(f"Two sites: beta = {b:.1f}/t, slices = {slices}, fields = {count}")
print(f"  determinant sum: beta*S = {b*det_curve[0]:.5f} 1/t")
print(f"  determinant sum: chi = {chi_det:.5f} 1/t")
print(f"  no time step: beta*S = {b*structure(eig2, stag2, b):.5f} 1/t")
print(f"  no time step: chi = {levels2:.5f} 1/t")
print(f"  chi error, 64 slices = {errors[0]:.3e} 1/t")
print(f"  chi error, 128 slices = {errors[1]:.3e} 1/t")
print(f"  error ratio = {errors[0]/errors[1]:.3f}")
print("all good")
```

Output:

```
Two-level: gap = 1.0, beta = 4.0 (1/gap)
  beta*S = 4.0000, chi = 1.9281 (1/gap)
Ring: sites = 4, t = 1.0, U = 4.0 t, half filling
Staggered spin; beta, beta*S, chi, lower bound in 1/t; D in t
  beta       S       D  beta*S     chi  chi/(beta*S)   lower
  0.25  0.1587  0.2357  0.0397  0.0385        0.9697  0.0385
  0.50  0.1926  0.4088  0.0963  0.0884        0.9179  0.0878
  1.00  0.2516  0.5863  0.2516  0.2116        0.8412  0.2027
  2.00  0.3476  0.7174  0.6952  0.5372        0.7728  0.4560
  4.00  0.4479  0.7907  1.7917  1.2721        0.7100  0.7375
  8.00  0.5084  0.8072  4.0674  2.4098        0.5925 -0.2377
 16.00  0.5440  0.8123  8.7043  3.2289        0.3710 -8.6259
Time integral at beta = 2.0/t: chi = 0.537197 1/t
G(tau) at beta = 4.0/t, tau in 1/t:
  tau = 0.0: G = 0.4479
  tau = 0.5: G = 0.3398
  tau = 1.0: G = 0.3009
  tau = 1.5: G = 0.2838
  tau = 2.0: G = 0.2788
High temperature, beta = 0.05/t: chi/(beta*S) = 0.998420
Ground state: chi = 3.3369 1/t, S = 0.5487
  lowest excitation energy = 0.2963 t
Equality cases at beta = 2.0/t (beta*S, chi in 1/t):
  uniform spin: 0.23082, 0.23082
  uniform charge, doped: 0.09471, 0.09471
  staggered spin, t = 0: 0.49101, 0.49101
Pair field: beta = 2.0/t, mu - U/2 = 5.0 t
  electrons per site = 1.9425
  beta<O O^dag> = 0.0007, chi = 0.1089 1/t
  symmetrized bound = 0.9432 1/t
Two sites: beta = 2.0/t, slices = 8, fields = 65536
  determinant sum: beta*S = 0.66528 1/t
  determinant sum: chi = 0.52287 1/t
  no time step: beta*S = 0.63818 1/t
  no time step: chi = 0.50804 1/t
  chi error, 64 slices = 2.496e-04 1/t
  chi error, 128 slices = 6.247e-05 1/t
  error ratio = 3.996
all good
```
